# Zero-field J spectra of XA, XA2 and XA3 spin systems: test program

```python
"""Zero-field J spectra of XA_n (all spins 1/2, equal X-A coupling J).
Result under test: after a sudden drop from high field to zero field the
z magnetization oscillates at |J|(K+1/2), with cosine amplitude
  g_K (gX-gA)^2 4K(K+1) / [3(2K+1) 2^(n+1)].
K: total spin of the A nuclei; g_K: number of times K occurs;
gX, gA: gyromagnetic ratios (unit: that of A); F: total spin, m: its z part.
Hamiltonians are in Hz; signals are Tr[O O(t)]/2^(n+1), unit gA^2.
"""
from itertools import combinations
from math import comb
import numpy as np
from scipy.linalg import expm


def spin_matrices(spin):
    m = spin - np.arange(int(round(2 * spin)) + 1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return [(raising + lowering) / 2, (raising - lowering) / 2j, np.diag(m)]


def product_spins(count):
    """Spin vectors of all nuclei in the product basis; nucleus 0 is X."""
    return [[np.kron(np.kron(np.eye(2**k), c), np.eye(2**(count - k - 1)))
             for c in spin_matrices(0.5)] for k in range(count)]


def dot(a, b):
    return sum(x @ y for x, y in zip(a, b))


def build(n, j_xa, j_aa, gx, ga):
    """Hamiltonian (Hz) and magnetization operator, from the definition."""
    spins = product_spins(n + 1)
    ham = sum(j * dot(spins[0], spins[k + 1]) for k, j in enumerate(j_xa))
    for j, (a, b) in zip(j_aa, combinations(range(1, n + 1), 2)):
        ham = ham + j * dot(spins[a], spins[b])
    obs = gx * spins[0][2] + ga * sum(s[2] for s in spins[1:])
    return ham, obs


def spectrum(ham, obs):
    """Static part and {frequency: cosine amplitude} by diagonalization."""
    energy, vec = np.linalg.eigh(ham)
    weight = np.abs(vec.conj().T @ obs @ vec)**2 / len(energy)
    freq = np.round(np.abs(energy[:, None] - energy[None, :]), 6)
    lines = {float(f): float(weight[freq == f].sum()) for f in np.unique(freq)}
    static = lines.pop(0.0)
    return static, {f: a for f, a in lines.items() if a > 1e-12}


def multiplicity(n, twice_k):
    lower = (n - twice_k) // 2
    return comb(n, lower) - (comb(n, lower - 1) if lower > 0 else 0)


def predicted_lines(n, j, gx, ga):
    result = {}
    for twice_k in range(n, 0, -2):
        k = twice_k / 2
        amp = (multiplicity(n, twice_k) * (gx - ga)**2 * 4 * k * (k + 1)
               / (3 * (2 * k + 1) * 2**(n + 1)))
        result[abs(j) * (k + 0.5)] = amp
    return result


J, GX, GA = 100.0, 0.25, 1.0
J_AA = [7.0, -4.0, 11.0, 2.5, -9.0, 5.0]   # deliberately unequal

print(f"coupling J = {J:.1f} Hz")
print(f"gamma_X/gamma_A = {GX / GA:.2f}")
print(f"(gamma_X-gamma_A)^2 = {(GX - GA)**2:.4f} gamma_A^2")

# Multiplicities of K, counted from the eigenvalues of K^2
for n in range(1, 5):
    a_spins = product_spins(n)
    total = [sum(s[c] for s in a_spins) for c in range(3)]
    k_squared = np.linalg.eigvalsh(dot(total, total))
    for twice_k in range(n, -1, -2):
        k = twice_k / 2
        states = int(np.sum(np.abs(k_squared - k * (k + 1)) < 1e-8))
        assert states == (twice_k + 1) * multiplicity(n, twice_k)
        if n <= 3:
            print(f"n={n}: K={k:.1f} occurs {states // (twice_k + 1)} time(s)")

# Levels and S_z matrix elements for one value of K
for k in (0.5, 1.0, 1.5, 2.0):
    dim_k = int(2 * k + 1)
    s = [np.kron(c, np.eye(dim_k)) for c in spin_matrices(0.5)]
    kk = [np.kron(np.eye(2), c) for c in spin_matrices(k)]
    coupling, fz = dot(s, kk), s[2] + kk[2]
    # a weak F_z term only separates the m states; eigenvectors are unchanged
    _, vec = np.linalg.eigh(coupling + 1e-3 * fz)
    level = np.real(np.diag(vec.conj().T @ coupling @ vec))
    m_val = np.real(np.diag(vec.conj().T @ fz @ vec))
    sz = np.abs(vec.conj().T @ s[2] @ vec)**2
    upper, lower = np.where(level > 0)[0], np.where(level < 0)[0]
    assert len(upper) == 2 * k + 2 and len(lower) == 2 * k
    assert np.allclose(level[upper], k / 2, atol=1e-9)
    assert np.allclose(level[lower], -(k + 1) / 2, atol=1e-9)
    for a in upper:
        for b in lower:
            same_m = abs(m_val[a] - m_val[b]) < 1e-6
            want = ((k + 0.5)**2 - m_val[b]**2) / (2 * k + 1)**2 if same_m else 0
            assert abs(sz[a, b] - want) < 1e-9
    strength = sz[np.ix_(upper, lower)].sum()
    assert abs(strength - 2 * k * (k + 1) / (3 * (2 * k + 1))) < 1e-9
    if k < 2:
        print(f"K={k:.1f}: E(F=K+1/2) = {J * level[upper[0]]:.1f} Hz, "
              f"E(F=K-1/2) = {J * level[lower[0]]:.1f} Hz")
        print(f"K={k:.1f}: sum over m of |S_z element|^2 = {strength:.6f}")

# Full spectra: both signs of J, with and without unequal A-A couplings
for n in range(1, 5):
    for j in (J, -J):
        for j_aa in ([], J_AA):
            ham, obs = build(n, [j] * n, j_aa, GX, GA)
            static, lines = spectrum(ham, obs)
            want = predicted_lines(n, j, GX, GA)
            assert len(lines) == len(want)
            for f, amp in want.items():
                found = [a for g, a in lines.items() if abs(g - f) < 1e-5]
                assert len(found) == 1 and abs(found[0] - amp) < 1e-10
            start = static + sum(lines.values())
            assert abs(start - (GX**2 + n * GA**2) / 4) < 1e-10
    if n <= 3:
        ham, obs = build(n, [J] * n, J_AA, GX, GA)
        static, lines = spectrum(ham, obs)
        name = "XA" + (str(n) if n > 1 else "")
        for f, amp in sorted(lines.items()):
            print(f"{name}: line at {f:.1f} Hz = {f / J:.1f} J, "
                  f"amplitude {amp:.6f} gamma_A^2")
            print(f"{name}: same amplitude/(gamma_X-gamma_A)^2 = "
                  f"{amp / (GX - GA)**2:.6f}")
        print(f"{name}: static part = {static:.6f} gamma_A^2")
        print(f"{name}: s(0) = {static + sum(lines.values()):.6f} gamma_A^2")
        if n == 3:
            ratio = lines[2 * J] / lines[J]
            assert abs(ratio - 5 / 4) < 1e-9
            print(f"XA3: amplitude ratio (2J line)/(J line) = {ratio:.4f}")

# Time signal of XA3 by direct propagation against the cosine formula
ham, obs = build(3, [J] * 3, J_AA, GX, GA)
want = predicted_lines(3, J, GX, GA)
static_want = (GX**2 + 3 * GA**2) / 4 - sum(want.values())
for t in (0.0, 0.0007, 0.002, 0.0043):
    u = expm(-2j * np.pi * ham * t)
    signal = np.real(np.trace(obs @ u @ obs @ u.conj().T)) / len(ham)
    formula = static_want + sum(a * np.cos(2 * np.pi * f * t)
                                for f, a in want.items())
    assert abs(signal - formula) < 1e-9
    if t in (0.0, 0.002):
        print(f"XA3: s(t = {1e3 * t:.1f} ms) = {signal:.6f} gamma_A^2")

# Equal gyromagnetic ratios: no oscillation
for n in (1, 2, 3):
    _, lines = spectrum(*build(n, [J] * n, J_AA, 1.0, 1.0))
    assert len(lines) == 0
print(f"XA3 with gamma_X = gamma_A: number of lines = {len(lines)}")

# Unequal X-A couplings: the single XA2 line is replaced by three
J_UNEQUAL, J_PAIR = [100.0, 90.0], 7.0
_, lines = spectrum(*build(2, J_UNEQUAL, [J_PAIR], GX, GA))
assert len(lines) == 3
print(f"unequal case: J_XA = {J_UNEQUAL[0]:.1f} and {J_UNEQUAL[1]:.1f} Hz, "
      f"J_AA = {J_PAIR:.1f} Hz")
for f, amp in sorted(lines.items()):
    print(f"unequal case: line at {f:.3f} Hz, amplitude {amp:.6f} gamma_A^2")

print("all tests passed")
```

Running it gives:

```
coupling J = 100.0 Hz
gamma_X/gamma_A = 0.25
(gamma_X-gamma_A)^2 = 0.5625 gamma_A^2
n=1: K=0.5 occurs 1 time(s)
n=2: K=1.0 occurs 1 time(s)
n=2: K=0.0 occurs 1 time(s)
n=3: K=1.5 occurs 1 time(s)
n=3: K=0.5 occurs 2 time(s)
K=0.5: E(F=K+1/2) = 25.0 Hz, E(F=K-1/2) = -75.0 Hz
K=0.5: sum over m of |S_z element|^2 = 0.250000
K=1.0: E(F=K+1/2) = 50.0 Hz, E(F=K-1/2) = -100.0 Hz
K=1.0: sum over m of |S_z element|^2 = 0.444444
K=1.5: E(F=K+1/2) = 75.0 Hz, E(F=K-1/2) = -125.0 Hz
K=1.5: sum over m of |S_z element|^2 = 0.625000
XA: line at 100.0 Hz = 1.0 J, amplitude 0.070312 gamma_A^2
XA: same amplitude/(gamma_X-gamma_A)^2 = 0.125000
XA: static part = 0.195312 gamma_A^2
XA: s(0) = 0.265625 gamma_A^2
XA2: line at 150.0 Hz = 1.5 J, amplitude 0.062500 gamma_A^2
XA2: same amplitude/(gamma_X-gamma_A)^2 = 0.111111
XA2: static part = 0.453125 gamma_A^2
XA2: s(0) = 0.515625 gamma_A^2
XA3: line at 100.0 Hz = 1.0 J, amplitude 0.035156 gamma_A^2
XA3: same amplitude/(gamma_X-gamma_A)^2 = 0.062500
XA3: line at 200.0 Hz = 2.0 J, amplitude 0.043945 gamma_A^2
XA3: same amplitude/(gamma_X-gamma_A)^2 = 0.078125
XA3: static part = 0.686523 gamma_A^2
XA3: s(0) = 0.765625 gamma_A^2
XA3: amplitude ratio (2J line)/(J line) = 1.2500
XA3: s(t = 0.0 ms) = 0.765625 gamma_A^2
XA3: s(t = 2.0 ms) = 0.661835 gamma_A^2
XA3 with gamma_X = gamma_A: number of lines = 0
unequal case: J_XA = 100.0 and 90.0 Hz, J_AA = 7.0 Hz
unequal case: line at 54.287 Hz, amplitude 0.000150 gamma_A^2
unequal case: line at 88.425 Hz, amplitude 0.000300 gamma_A^2
unequal case: line at 142.713 Hz, amplitude 0.062350 gamma_A^2
all tests passed
```
